Photoionisation of an electron bound by a zero-range defect potential, part 2

A point defect, neutral when empty, binds one electron at energy E_i below a parabolic band of effective mass m (in free-electron masses). Sought are (a) the photoionisation cross-section σ(E) at photon energy E, for host refractive index n, (b) its peak, and (c) values for E_i = 0.05 Ry, m = 0.2, n = 3. Rydberg units (bohr, Ry) have ħ = 1, e² = 2, c = 2/α, with α the fine-structure constant. The ejected electron has wave number k, and

κ² = m E_i,  k² = m (E − E_i),  x = E/E_i,  D = k² + κ²

k² + κ² = m E    (1)

The ionisation rate W at fixed field is proportional to S(E) = Σ_f |z_f|² δ(E_f + E_i − E), with z_f = ⟨f|z|ψ⟩. Then

σ(E) = 4π² α E S(E)/n    (2)

∫σ dE = 4π²α/(nm)    (5)

The level is the limit a → 0, at fixed κ, of a spherical well of radius a. There ψ = u(r)/(r√(4π)), u = √(2κ) e^{−κr}, ψ has Fourier transform φ(k) = √(8πκ)/D, the p-wave final states are free, and

⟨k|z|ψ⟩ = i ∂φ/∂k_z = −2i √(8πκ) k_z/D²    (8)

S = (32πκ/D⁴)(4πk²/3)(mk/16π³) = 8mκk³/[3π (mE)⁴]    (9)

σ(E) = [32πα/(3nm)] E_i^{1/2} (E − E_i)^{3/2}/E³,  E ≥ E_i    (11)

Equation (11) is the Lucovsky formula. A rejected attempt used a one-dimensional delta well.

For finite a, u = B e^{−κr} outside the well, where the p wave is R(kr) + tI(kr), t = tan δ₁ (δ₀ for the s wave), with R(s) = sin s/s − cos s, I(s) = cos s/s + sin s:

∫₀^∞ e^{−(κ − ik)r} dr = 1/(κ − ik) = (κ + ik)/D    (3)

∫₀^∞ r e^{−(κ − ik)r} dr = 1/(κ − ik)² = (κ² − k² + 2ikκ)/D²    (4)

B² = 2κ [1 + κa + O(κ²a²)]    (6)

tan δ₁ = (ka)³ (3 − π²/4)/(3π²/4) = γ (ka)³,  γ = 4/π² − 1/3 = 0.0720    (7)

J_R = ∫₀^∞ R(kr) r e^{−κr}dr = (1/k)(k/D) − (κ² − k²)/D² = 2k²/D²    (10)

The step from W to σ can be confirmed without counting photons. A density N of defects with polarisability α_p(E) = e²Σ_f|z_f|²[1/(E_f + E_i − E − i0) + 1/(E_f + E_i + E)] changes the dielectric function to n² + 4πNα_p. The wave number is E√(n² + 4πNα_p)/c, and the intensity decays with coefficient 2E Im√(n² + 4πNα_p)/c = Nσ. For small N the imaginary part of the root is 2πN Im α_p/n, and Im α_p = πe²S, so σ = 4π²(e²/c)ES/n, which is (2). The program obtains α_p by solving the p-wave response equation on a grid, using neither the golden rule nor a density of states, and asserts agreement with (11) to a relative 10⁻⁴ at five energies.

The peak. In terms of x, E_i^{1/2}(E − E_i)^{3/2}/E³ = (x − 1)^{3/2}/(E_i x³), so

σ = [32πα/(3nmE_i)] [(x − 1)/x²]^{3/2}

The power 3/2 is increasing, so σ is largest where (x − 1)/x² is. Now

1/4 − (x − 1)/x² = (x² − 4x + 4)/(4x²) = (x − 2)²/(4x²) ≥ 0

with equality only at x = 2. The logarithmic derivative 3/[2(x − 1)] − 3/x = 3(2 − x)/[2x(x − 1)] is positive below x = 2 and negative above, so there is no other extremum. With (1/4)^{3/2} = 1/8 and mE_i = κ², the answer to (b) is

E_peak = 2E_i,  σ_max = 4πα/(3nmE_i) = 4πα/(3nκ²)    (12)

The height is α times the squared decay length 1/κ² times 4π/(3n). Since x − 1 = k²/κ² and x = D/κ², (x − 1)/x² = (kκ/D)², and

σ = σ_max [2kκ/(k² + κ²)]³    (13)

The peak is at k = κ: the electron leaves with kinetic energy E_i, and its wave number matches the inverse decay length of the bound state. Equation (13) is unchanged by k/κ → κ/k, which in energy is x → x/(x − 1); the peak is the fixed point of this map.

The factor E in (2) matters for the position. The rate at fixed field amplitude is proportional to S ∝ (x − 1)^{3/2}/x⁴, and 3/[2(x − 1)] = 4/x gives 3x = 8x − 8, x = 8/5. The program finds the maximum of Im α_p at x = 1.6000. The statement (12) is about the rate per incident photon, or equivalently the absorption coefficient Nσ for energy-independent n.

Shape. Near threshold σ ∝ k³, from k² in the squared matrix element (zψ is odd, so (8) vanishes at k = 0) and k in the density of states. The slope of ln σ against ln(E − E_i) is 3/2 − 3(x − 1)/x, and quadrature at x − 1 near 10⁻⁴ gives 1.4997. Far above, σ ∝ E^{−3/2}; the slope against ln E is 3x/[2(x − 1)] − 3, and quadrature just above x = 400 gives −1.4963. Half height requires [(x − 1)/x²]^{3/2} = 1/16, that is bx² − x + 1 = 0 with b = 16^{−2/3} = 0.15749, so

x = [1 ± √(1 − 4b)]/(2b) = 1.2435 and 5.1061

The band is 3.8625 E_i wide at half height and strongly skewed to high energy.

Sum rule. With x = 1/cos²θ again, (x − 1)^{3/2}x^{−3}dx = tan³θ cos⁶θ · 2 tan θ dθ/cos²θ = 2 sin⁴θ dθ. Using sin⁴θ = 3/8 − (cos 2θ)/2 + (cos 4θ)/8,

2∫₀^Θ sin⁴θ dθ = 3Θ/4 − (sin 2Θ)/2 + (sin 4Θ)/16

At Θ = π/2 this is 3π/8, and 32πα/(3nm) · 3π/8 = 4π²α/(nm), which is (5). The peak x = 2 is Θ = π/4, where the integral is 3π/16 − 1/2. The fraction of the strength below the peak is (3π/16 − 1/2)/(3π/8) = 1/2 − 4/(3π) = 0.0756. In the model more than nine tenths of the strength lies above 2E_i. This counts the slow tail of one parabolic band out to infinite energy; in a real host interband absorption and the end of the parabolic range cut the spectrum off long before the sum is complete.

**The numbers**

The parameters are round model values and belong to no material. With E_i = 0.05 Ry (0.680 eV) and m = 0.2, κ² = 0.2 × 0.05 = 0.01 bohr⁻², κ = 0.1 bohr⁻¹, and the decay length is 10 bohr. With α = 0.0072974 and n = 3 the prefactor of (11) is

32π × 0.0072974/(3 × 3 × 0.2) = 0.40756 Ry bohr²

At the peak E = 2 × 0.05 = 0.1 Ry (1.36 eV), k = κ = 0.1 bohr⁻¹ and D = mE = 0.02 bohr⁻². Then

φ = √(8π × 0.1)/0.02 = 79.267 bohr^{3/2}

S = 8 × 0.2 × 0.1 × 0.1³/(3π × 0.02⁴) = 106.10 bohr²/Ry

σ_max = 4π² × 0.0072974 × 0.1 × 106.10/3 = 1.0189 bohr²

The prefactor gives the same, 0.40756/(8 × 0.05) = 1.0189 bohr², which is 2.85 × 10⁻¹⁷ cm². At other energies formula (11) and the response calculation agree in all five printed decimals:

x = 1.1: k = 0.0316 bohr⁻¹, σ = 0.19366 bohr²
x = 1.5: k = 0.0707 bohr⁻¹, σ = 0.85389 bohr²
x = 2.0: k = 0.1000 bohr⁻¹, σ = 1.01890 bohr²
x = 3.0: k = 0.1414 bohr⁻¹, σ = 0.85389 bohr²
x = 6.0: k = 0.2236 bohr⁻¹, σ = 0.42191 bohr²

The five digits compare two calculations of one model; as physics, σ_max ≈ 1.0 bohr² is what the model deserves. The equal values at x = 1.5 and x = 3 are the symmetry of (13): 1.5/(1.5 − 1) = 3, and 0.0707 × 0.1414 = κ². Both numerical routes locate the peak at x = 2.00000. The half-height energies are 0.0622 and 0.2553 Ry, 0.1931 Ry apart. The area is 0.40756 × 3π/8 = 0.48015 Ry bohr², and the numerical integral of (11) and the value (5) both print as 0.480147 Ry bohr². The attempt would have put the peak at 1.2 E_i, below the energy 1.2435 E_i at which the true curve first reaches half its height.

**Where the result holds and where it fails**

Finite range. For a well of radius a, (6) multiplies σ by 1 + κa at leading order, for ka small, because u rises from zero inside the well instead of starting at its largest value, so the region r > a, which carries the dipole integral, holds B²e^{−2κa}/(2κ) ≈ 1 − κa of the norm against e^{−2κa} ≈ 1 − 2κa at zero range. This factor does not depend on E and cannot move the peak. Exact square-well states give σ(2E_i)/σ_max = 1.0202, 1.1065 and 1.2290 for κa = 0.02, 0.1 and 0.2, relative to the zero-range σ_max; the first is the case asserted by the program, and the other two show the growing higher orders.

The leading change of shape comes from (7). The outer p wave becomes R + tI, up to a factor cos δ₁ = 1 − O(t²). From (3) and (4),

J_I = ∫₀^∞ I(kr) r e^{−κr}dr = κ/(kD) + 2kκ/D² = κ(3k² + κ²)/(kD²)

Dividing by (10), J_I/J_R = κ(3k² + κ²)/(2k³). The change in ln σ is 2tJ_I/J_R = γκa³(3k² + κ²) = γ(κa)³(3x − 2), using k²/κ² = x − 1. The region r < a changes the integral by amounts of order k²a⁴ (from ∫₀^a k²r³dr, and from t·a/k), which relative to J_R near the peak is (κa)⁴, one order higher. The slope added to ln σ is 3γ(κa)³. The curvature of ln σ at x = 2 is −3/[2(x − 1)²] + 3/x² = −3/4. The peak therefore moves to

x_peak = 2 + 3γ(κa)³/(3/4) = 2 + 4γ(κa)³

For κa = 0.1 this is 2 + 4 × 0.0720 × 0.001 = 2.00029, and for κa = 0.2 it is 2 + 4 × 0.0720 × 0.008 = 2.0023. The exact wells give 2.00029 and 2.00233, with a ratio of shifts of 8.0, to the two digits the peak search supports, against 2³ = 8. The program asserts the cubic scaling through that ratio; the coefficient 4γ is supported by the printed agreement and is not itself asserted. For this well the position of the peak is much more robust than its height: at κa = 0.2 the height is 23% above σ_max while the position has moved by about 0.1% of 2E_i. The coefficient γ belongs to the square well. A potential close to binding a p state can have a narrow p resonance; if it falls within the band, δ₁ is not small there and the spectrum departs from (11).

A larger σ near the peak must be paid for, since (5) holds for the well, which has no bound p state. The payment comes from ka of order one and above, where (11) does not apply. The strength that (11) puts beyond x = X is about 2X^{−1/2}/(3π/8) of the total, and X ≈ 1/(κa)² makes this of order κa, the same order as the excess. For κa = 0.2 the well gives only 0.0587 of the Lucovsky value at ka = 3 (x = 226), and its oscillator sum m∫E S dE is 1.0000000. The E^{−3/2} tail is thus a property of the window κ ≪ k ≪ 1/a.

Charged final state. If the ionised defect attracts the electron as −g/r, the p wave is distorted at all distances and the argument for plane waves fails. For the pure Coulomb centre with the same m and E_i (g = 2κ/m, u = 2κ^{3/2} r e^{−κr}) the response calculation gives 6.59, 4.59, 2.49 and 1.11 bohr² at x = 1.05, 1.2, 1.5 and 2, against 0.079, 0.42, 0.85 and 1.02 bohr² from (11). Over these four points it falls steadily, and at x = 1.05 it exceeds the Lucovsky value by more than a factor of ten, both of which the program asserts. This centre is the extreme case in which the Coulomb term supplies all the binding: g = 1 Ry bohr is e²/ε with ε = 2, whereas screening by ε = n² = 9 gives g = 2/9 Ry bohr. A zero-range level with such a weaker tail lies between the two cases; its σ is finite at threshold but still rises to a maximum, at an x below 2, so the steady fall is not a general property of a charged final state. A semiclassical argument accounts for the missing k³ suppression. The radial wave number of the p wave is √(k² + mg/r − 2/r²). Without the attraction it is imaginary out to r = √2/k, a barrier that covers the whole bound state as k → 0. With the attraction it is real at k = 0 for every r > 2/(mg), out to infinity, because 1/r falls more slowly than 1/r². The barrier then keeps a fixed width as k → 0, the energy-normalised final state tends to a finite limit at each r, and σ is finite at threshold for any g > 0. The infinite range is what matters: an attraction cut off at a finite radius leaves a barrier reaching out to √2/k, and the k³ law returns close enough to threshold. The strength g sets the size of the threshold value. With mg = 2κ the turning point is r = 1/κ, so most of the dipole integrand lies in the allowed region and the value is large; a weaker tail moves the turning point outward and makes it smaller. The program does not evaluate the threshold itself.

Dipole approximation. The photon wave number in the host at the peak is nE/c = 3 × 0.1/274.072 = 1.095 × 10⁻³ bohr⁻¹, which is 0.0109 of κ. The term linear in the photon wave number leads to final states of even parity, which do not interfere with the p wave once the emission angle is integrated over, so the relative correction to σ is of order the square of this ratio, about 10⁻⁴. This estimate rests on the parity argument and is not tested numerically.

Band and lattice. Relation (1) is used for the bound state at imaginary wave number iκ and for final kinetic energies up to about 4E_i within the half-height band. It requires 1/κ and 1/k to be much larger than the lattice spacing, and the band to stay parabolic over that range. The model value 1/κ = 10 bohr is only about one lattice constant of silicon, so in such a host the numbers above would illustrate the formula and not predict a cross-section. The energies are out of range there as well: E_i = 0.68 eV is more than half the silicon gap of about 1.1 eV, the peak at 1.36 eV lies above that gap, where the host is no longer transparent, and the upper half-height point is at 3.5 eV. A peak at 2E_i can be seen only if 2E_i is below the gap of the host. For a level whose E_i is a sizeable part of the gap, the valence band mixes into the bound state, κ is no longer √(mE_i), and neither the power E³ nor the peak at 2E_i is guaranteed. If the bound envelope has p symmetry, an s final state is allowed and the threshold changes from k³ to k. Coupling to the lattice, left out here, allows absorption below the vertical ionisation energy, which is the one at fixed lattice positions. The vertical energy exceeds the thermal one by the relaxation energy, and (11) with a single E_i no longer describes the region near threshold.

Table of computed values

```
Ei = 0.05 Ry = 0.6803 eV; m = 0.2; n = 3.0
alpha_fs = 0.0072974; c = 274.072 Ry bohr; e^2 = 2.000000 Ry bohr
kappa = 0.1000 1/bohr; 1/kappa = 10.00 bohr
prefactor 32 pi alpha/(3 n m) = 0.40756 Ry bohr^2
phi(k=kappa) = 79.267 bohr^1.5; S(2Ei) = 106.10 bohr^2/Ry
x = 1.1: k = 0.0316 1/bohr, sigma formula 0.19366, response 0.19366 bohr^2
x = 1.5: k = 0.0707 1/bohr, sigma formula 0.85389, response 0.85389 bohr^2
x = 2.0: k = 0.1000 1/bohr, sigma formula 1.01890, response 1.01890 bohr^2
x = 3.0: k = 0.1414 1/bohr, sigma formula 0.85389, response 0.85389 bohr^2
x = 6.0: k = 0.2236 1/bohr, sigma formula 0.42191, response 0.42191 bohr^2
peak x: quadrature 2.00000, response 2.00000
peak E = 0.1000 Ry = 1.3606 eV
sigma_max = 1.01890 bohr^2 = 2.8532e-17 cm^2
b = 0.15749; half maxima x = 1.2435, 5.1061; width = 3.8625 Ei
half maxima E = 0.06218, 0.25530 Ry; width = 0.19313 Ry
log slope at threshold 1.4997; log slope near x=400 -1.4963
integral of sigma = 0.480147, TRK value = 0.480147 Ry bohr^2
fraction of strength below peak = 0.07559
photon wave number at peak = 1.095e-03 1/bohr; over kappa = 0.0109
peak x of rate at fixed field = 1.6000
well kappa a = 0.02 (a = 0.2 bohr): sigma(2Ei)/sigma_max = 1.0202, peak x = 2.00000
well kappa a = 0.1 (a = 1.0 bohr): sigma(2Ei)/sigma_max = 1.1065, peak x = 2.00029
well kappa a = 0.2 (a = 2.0 bohr): sigma(2Ei)/sigma_max = 1.2290, peak x = 2.00233
peak shift ratio, kappa a 0.2 over 0.1 = 8.03
kappa a = 0.02, k = kappa: tan d1/(ka)^3 = 0.0735, limit 0.0720
kappa a = 0.02, k = kappa: k cot d0 = -0.09802 1/bohr
kappa a = 0.2: oscillator sum = 1.0000000
kappa a = 0.2, ka = 3 (x = 226): sigma well/Lucovsky = 0.0587
1D delta well: peak x = 1.2000
x = 1.05: Coulomb centre sigma 6.5868, Lucovsky 0.0787 bohr^2
x = 1.2: Coulomb centre sigma 4.5943, Lucovsky 0.4219 bohr^2
x = 1.5: Coulomb centre sigma 2.4895, Lucovsky 0.8539 bohr^2
x = 2.0: Coulomb centre sigma 1.1087, Lucovsky 1.0189 bohr^2
```
